# BHZ model, critical thickness and helical edge states of HgTe wells

**Q.** The Bernevig-Hughes-Zhang model is a $4\times4$ matrix with five constants. What is it derived from?

**A.** From the eight-band Kane envelope Hamiltonian of a symmetric well grown along $z=[001]$, with HgTe at $|z|<d/2$, abrupt interfaces, and no bulk inversion asymmetry, field or doping. Energies are in eV, lengths in nm, $h_0=\hbar^2/2m_0=0.03810$ eV nm², $k_z=-i\partial_z$. In the orbitals $S,X,Y,Z$, with $i\ne j$,

$$H_{SS}=E_c+h_0\,\mathbf k(1+2F)\mathbf k,\qquad H_{Si}=iPk_i,\qquad P^2=h_0E_P,$$
$$H_{ii}=E_v-h_0k_i(\gamma_1+4\gamma_2)k_i-h_0\sum_{j\ne i}k_j(\gamma_1-2\gamma_2)k_j,$$
$$H_{ij}=k_iN_+k_j+k_jN_-k_i,\qquad N_\pm=-h_0[3\gamma_3\pm(3\kappa+1)],$$

and the valence orbitals carry the spin-orbit term $\frac\Delta3(\mathbf L\cdot\boldsymbol\sigma-1)$, which leaves $j=\frac32$ at $E_v$ and puts $j=\frac12$ at $E_v-\Delta$. This Hamiltonian is the assumption. The order of operators matters because the parameters jump at the interfaces; in a uniform crystal $\kappa$ drops out of $N_++N_-=-6h_0\gamma_3$. The band parameters, listed in the program, are inputs of empirical origin; the values as written define the model, and their last figures carry no claim of measured accuracy. The barrier is Hg$_{1-x}$Cd$_x$Te with $x=0.7$, interpolated linearly. With $E_v=0$ in HgTe, its $\Gamma_6$ edge lies at $E_c=-0.303$ eV, below $\Gamma_8$, while the barrier has $E_v=-0.399$ eV and $E_c=0.634$ eV.

The states needed are $|\frac32,\frac32\rangle=-(X+iY)\!\uparrow/\sqrt2$ (heavy hole), $|\frac32,\frac12\rangle=[2Z\!\uparrow-(X+iY)\!\downarrow]/\sqrt6$ (light hole) and $|\frac12,\frac12\rangle=[Z\!\uparrow+(X+iY)\!\downarrow]/\sqrt3$ (split-off). Along $z$ the heavy hole has no $Z$ part and its curvature is $-h_0(\gamma_1-2\gamma_2)=-3.100\,h_0$. The light hole is $\frac23$ $Z$, which gives $-h_0(\gamma_1+2\gamma_2)$, and it couples to $S$ with $\sqrt{2/3}\,P$, which adds $\frac23P^2/(0-E_c)$. The sum is $(-5.1+41.36)h_0=36.26\,h_0$, so this band curves upward. Both values are tested against the diagonalized $8\times8$ matrix.

**Q.** What are H1 and E1, and why should they cross?

**A.** At $k_x=k_y=0$ the Hamiltonian conserves $j_z$. For $j_z=\frac32$ one envelope obeys $E_vf+h_0(\gamma f')'=Ef$ with $\gamma=\gamma_1-2\gamma_2$, so $f$ and $\gamma f'$ are continuous. The top state H1 is $\cos qz$ in the well, with $E=-h_0\gamma_wq^2$, and $e^{-\kappa_b|z|}$ outside, with $E=E_v^b+h_0\gamma_b\kappa_b^2$. Matching gives

$$\gamma_wq\tan(qd/2)=\gamma_b\kappa_b .$$

The left side grows with $q$ and $d$, the right side falls with $q$, so $q$ falls and H1 rises as $d$ grows, toward $0$. At $d=7$ nm, $E=-17.11$ meV gives $q^2=0.01711/(0.0381\times3.1)$, $q=0.381$, and $\kappa_b^2=0.382/(0.0381\times2.351)$, $\kappa_b=2.06$; both sides equal $4.85$ nm⁻¹.

For $j_z=\frac12$ use $S\!\uparrow$, $Z\!\uparrow$ and $p=(X+iY)\!\downarrow/\sqrt2$. With $\mathbf L\cdot\boldsymbol\sigma=L_z\sigma_z+L_+\sigma_-+L_-\sigma_+$ and $L_+Z=-(X+iY)$, the diagonal elements of $\mathbf L\cdot\boldsymbol\sigma$ are $0$ and $-1$ and the off-diagonal one is $-\sqrt2$. For a mode with $k_z^2=u$ define

$$a=E_c-E+h_0(1+2F)u,\quad b=E_v-\tfrac\Delta3-E-h_0(\gamma_1+4\gamma_2)u,$$
$$c=E_v-\tfrac{2\Delta}3-E-h_0\gamma u .$$

The determinant of $H-E$ is $a(bc-\frac29\Delta^2)-P^2uc=0$, a cubic in $u$. Since $iPk_z=P\partial_z$ flips parity, an even $S$ envelope goes with odd valence envelopes; the state of this symmetry nearest $E=0$ is E1. Three symmetric well modes and three decaying barrier modes must match in three envelopes and three weighted derivatives ($P$ is the same on both sides), which sets a $6\times6$ determinant to zero.

The trend is visible in a reduced model that keeps $s$ and the light-hole envelope $l$ with $P'=\sqrt{2/3}P=0.691$ eV nm and drops the quadratic terms and $\Gamma_7$:

$$(E_c-E)s+P'l'=0,\qquad -P's'+(E_v-E)l=0 .$$

Eliminating $l$ gives $P'^2\kappa^2=(E-E_c)(E_v-E)$. In the well, for $E_c^w<E<0$, $s=\cosh\kappa z$ and $l=P'\kappa\sinh\kappa z/(-E)$. In the barrier $s\propto e^{-\kappa_bz}$ and $l=P'\kappa_bs/(E-E_v^b)$. Continuity of $l/s$ demands

$$(E-E_c^w)\,\frac{\tanh(\kappa d/2)}{P'\kappa}=\sqrt{\frac{E_c^b-E}{E-E_v^b}} .$$

Both sides are positive because the gaps have opposite order, so an evanescent well mode can be bound. For $E>E_c^w/2$, $\kappa$ falls with $E$, so the left side grows with $E$; it also grows with $d$, and the right side falls with $E$. Hence E1 falls as $d$ grows. It passes $E=0$, where $\kappa\to0$, at $d=2(0.691/0.303)\sqrt{0.634/0.399}=5.75$ nm, above H1. For $d\to\infty$, $\tanh\to1$, the squared condition is $(E+0.303)(E+0.399)=-E(0.634-E)$, and $E=-0.09$ eV, below H1. The levels of the reduced model must therefore cross.

**Q.** At 6.3 nm?

**A.** Near it. In the full matching E1 passes zero between 5.0 and 5.5 nm, somewhat before the reduced estimate. With $M=(E_{E1}-E_{H1})/2$:

| $d$ (nm) | E1 (meV) | H1 (meV) | $M$ (meV) |
|---|---|---|---|
| 5.5 | −6.04 | −25.55 | 9.75 |
| 6.0 | −17.53 | −22.15 | 2.31 |
| 6.5 | −27.24 | −19.39 | −3.92 |
| 7.0 | −35.50 | −17.11 | −9.19 |

The fall of E1 and rise of H1 are tested on a 0.5 nm grid from 5 to 8 nm, and a spectral-element diagonalization reproduces both levels within 0.005 meV at 5.5 nm, 7 nm and the crossing. The crossing is at $d_c=6.18$ nm and $-21.1$ meV, where the three well modes are all evanescent, $\kappa=0.12,\ 2.37,\ 8.67$ nm⁻¹. The slopes are $-19.87$ and $+5.68$ meV/nm, so $dM/dd=(-19.87-5.68)/2=-12.8$ meV/nm.

The number is not a constant of HgTe/CdTe. It is 5.69 nm for $x=0.5$ and 6.68 nm for pure CdTe barriers. Changing the HgTe-CdTe valence offset from 0.57 to 0.52 or 0.62 eV gives 6.52 or 5.86 nm. A round shear term $\delta=20$ meV in the well, $+\delta$ on $Z$ and $-\delta/2$ on $X,Y$, shifts the light hole by $\frac23\delta-\frac16\delta=\delta/2$ and the heavy hole by $-\delta/2$, and gives 6.73 nm; hydrostatic strain is left out. The defensible statement is that for $x=0.7$ and little strain the order inverts at 6.2 nm in this model, with shifts of some tenths of a nanometre from the inputs, a range that includes 6.3 nm.

**Q.** E1 and H1 are both doublets. Why do four states split into two blocks, and why is the coupling linear in $k$?

**A.** The mirror $z\to-z$ leaves $k_x,k_y$ unchanged and commutes with $H$. Up to a factor $i$ it acts as (orbital sign)$\times\sigma_z\times$(envelope parity). E1 with $j_z=\frac12$ has $S\!\uparrow$ even, which is $+$, and $Z\!\uparrow$ odd, which is $(-)(+)(-)=+$. H1 with $j_z=\frac32$ is also $+$. Their time-reversed partners have the spin flipped and are $-$. The blocks do not mix at any $\mathbf k=(k_x,k_y)$.

Inside the block take the terms linear in $\mathbf k$, with $k_\pm=k_x\pm ik_y$. First, $\langle S\!\uparrow|H|\frac32,\frac32\rangle=-iP(k_x+ik_y)/\sqrt2$. Second, $H_{ZX}+iH_{ZY}=k_+(k_zN_++N_-k_z)=-3k_+O$ with

$$O=h_0\big(\{\gamma_3,k_z\}-[\kappa,k_z]\big),$$

where the constant 1 in $3\kappa+1$ cancels between $k_z\cdot1$ and $1\cdot k_z$. The $Z\!\uparrow$ amplitudes $2/\sqrt6$ and $1/\sqrt3$, times $3/\sqrt2$, give $\sqrt3$ and $\sqrt{3/2}$; the spin-down parts do not contribute. So $\langle E1|H|H1\rangle=Ak_+$ with

$$A=-\tfrac{iP}{\sqrt2}\langle f_S|f_H\rangle+\sqrt3\langle f_L|O|f_H\rangle+\sqrt{\tfrac32}\langle f_{SO}|O|f_H\rangle ,$$

and the relative phase of the two states is chosen to make $A>0$. At 7 nm E1 is 56.5% $\Gamma_6$, 43.0% light hole and 0.5% split-off, and $A=0.4032-0.0391-0.0014=0.3627$ eV nm; the sum is tested against the matrix element built in the Cartesian basis.

The model also has inversion symmetry, under which E1 is even ($S\times$even, $Z\times$odd) and H1 is odd. A term of order $k^n$ has parity $(-1)^n$, so linear diagonal terms and quadratic off-diagonal terms vanish. The fourfold axis maps each state to itself times a phase and sends $k_xk_y$ and $k_x^2-k_y^2$ to their negatives, so the diagonal depends on $k^2$. Naming the $k^2$ coefficients $-(B+D)$ for E1 and $B-D$ for H1, and $C=(E_{E1}+E_{H1})/2$,

$$h(\mathbf k)=C-Dk^2+(M-Bk^2)\sigma_z+A(k_x\sigma_x-k_y\sigma_y).$$

With $TH(\mathbf k)T^{-1}=H(-\mathbf k)$ and $T$ antiunitary, $\langle Ta|H(\mathbf k)|Tb\rangle=\langle a|H(-\mathbf k)|b\rangle^*$, so the second block is $h^*(-\mathbf k)$, with off-diagonal element $-Ak_-$. A separate calculation of that block at 7 nm returns the same five constants and the factor $k_-$.

**Q.** Symmetry gives the form. Where do $B$ and $D$ come from?

**A.** From Löwdin partitioning. Write $H=H_0+H_1+H_2$ by powers of $\mathbf k$, let $m,m'$ be E1, H1 and $l$ the other $k=0$ states, and let $V$ be the part of $H_1$ joining the two sets. In $e^{-S}He^{S}=H+[H,S]+\frac12[[H,S],S]+\dots$ choose $[H_0,S]=-V$, that is $S_{ml}=-V_{ml}/(E_m-E_l)$ and $S_{lm}=-V_{lm}/(E_l-E_m)$. The second-order terms inside the block are $H_2+[V,S]-\frac12[V,S]$, so

$$h^{(2)}_{mm'}=\langle m|H_2|m'\rangle+\frac12\sum_lV_{ml}V_{lm'}\Big[\frac1{E_m-E_l}+\frac1{E_{m'}-E_l}\Big].$$

On the diagonal each term is $|V_{ml}|^2/(E_m-E_l)$: lower states push up, higher states push down. At 7 nm, with the states $l$ sorted by whether they lie below, inside or above the barrier gap (eV nm²):

$$-(B+D)=-0.0305+0.1147+1.2380-0.0024=1.320,$$
$$B-D=-0.1747+0.4770-0.0024-0.0002=0.300,$$

the first entry being the direct term. For H1 it is close to the HgTe value $-h_0(\gamma_1+\gamma_2)=-0.175$, the mean of the $X$ and $Y$ coefficients. Half the difference and minus half the sum give the complete set $B=-0.510$, $D=-0.810$. Keeping the direct and bound-subband terms alone gives $1.2075$ and $-0.1771$, hence $B=-0.692$, $D=-0.515$.

**Q.** These two sets disagree even on whether $|D|<|B|$. Which is right?

**A.** The complete set gives the true curvatures. The eigenvalues of $h$ obey

$$E_++E_-=2C-2Dk^2,\qquad \tfrac14(E_+-E_-)^2=M^2+(A^2-2MB)k^2+B^2k^4 .$$

By parity the next corrections to $h$ are $k^3$ off the diagonal and $k^4$ on it, so they change neither $k^2$ coefficient. Diagonalizing the whole eight-band block at $k=0.005$ and $0.01$ nm⁻¹ and extrapolating gives $D=-0.8097$ and $A^2-2MB=0.12220$ at 7 nm. The complete set gives $0.1316-0.0094=0.1222$; the bound set would give $0.1316-0.0127=0.119$. The same test holds at 5.5 nm; at $d_c$, where $M=0$, it checks $D$ and $A$ but not $B$. At all three thicknesses $B<0$ in both sets, $B-D>0$ in the complete set and $|D|<|B|$ in the bound set.

The positive $B-D$ comes from the states below the barrier valence edge, whose term exceeds the direct one in size. Completeness of the $j_z=\frac12$ states requires $\sum|\langle f_S|f_H\rangle|^2=1$, and E1 supplies $0.4032^2/(P^2/2)=0.45$. That the remaining $\Gamma_6$ weight accounts for most of the 0.477 is a conjecture; it was not separated out.

Taken at face value, the complete set has no global gap. Setting $E_-=C$ gives $(D^2-B^2)k^4-(A^2-2MB)k^2-M^2=0$, with root $k=0.556$ nm⁻¹. That is outside the range of a $k^2$ expansion. Relative to the eight-band energies along [100] the complete set errs by $-0.23$ and $+0.19$ meV (lower, upper band) at $k=0.05$ nm⁻¹, and by $-2.7$ and $+1.7$ meV at $0.1$ nm⁻¹; the bound set errs by $-0.8,-0.7$ and $-5.5,-1.4$ meV. The eight-band valence band, sampled from 0.1 to 0.8 nm⁻¹ in steps of 0.1, reaches $E-C=-18.4$ meV along [100] and $-14.2$ meV along [110], below its value $-9.19$ meV at $k=0$. The sampled gap is $2|M|=18.4$ meV; two directions do not prove a gap everywhere.

**Q.** Then what survives the ambiguity?

**A.** $C$ and $M$ are fixed by the two levels at $k=0$, and $A$ is the matrix element of $H_1$ between them, so none of the three depends on the sum over intermediate states. At $d_c$ the spectrum is a Dirac cone with $A/\hbar=5.7\times10^5$ m/s. The Chern number of a block also survives, because the eigenvectors of $h$ do not involve $D$, and $B$ enters the result below only through its sign, which is negative in both sets. Write $\mathbf d=(Ak_x,-Ak_y,M-Bk^2)$ with polar angles $\theta,\phi$. The lower state is $u=(e^{-i\phi}\sin\frac\theta2,-\cos\frac\theta2)$, with $i\langle u|\partial_\phi u\rangle=\sin^2\frac\theta2=(1-\cos\theta)/2$. The angle $\theta$ depends on $|k|$ alone, and $\phi$ is minus the polar angle of $\mathbf k$. By Stokes' theorem the Berry flux over $2\pi$ is minus the change of $\sin^2\frac\theta2$ from $k=0$, where $\cos\theta=\operatorname{sgn}M$, to $k=\infty$, where $\cos\theta=-\operatorname{sgn}B$:

$$\nu=-\frac{1+\operatorname{sgn}B}2+\frac{1-\operatorname{sgn}M}2=-\frac{\operatorname{sgn}M+\operatorname{sgn}B}2 .$$

It is nonzero if and only if $M/B>0$. A plaquette sum of Berry phases gives 0 at 5.5 nm and 1 at 7 nm for both sets, and $-1$ for $M,B>0$. In the other block $\phi$ winds the other way and $\nu$ changes sign. The $\operatorname{sgn}M$ term arises at small $k$, where the model holds; the $\operatorname{sgn}B$ term arises at large $k$, where it is an extrapolation. The jump at $d_c$ is thus on firmer ground than the assignment of zero to the thin side, which is here a result of the $k^2$ model.

**Q.** Show me the edge state itself.

**A.** Assume $|D|<|B|$ and $M\ne0$, and let $\varepsilon=E-C$. The bulk bands satisfy

$$\varepsilon_\pm+\frac{DM}B=\frac DB(M-Bk^2)\pm\sqrt{(M-Bk^2)^2+A^2k^2}.$$

The root exceeds the first term in size, and the excess grows at large $k$, so $\varepsilon_0=-DM/B$ lies in a global gap.

Take $y>0$, a hard wall $\psi(0)=0$, and $\psi\propto e^{ikx-\lambda y}$, so that $k_y=i\lambda$, $k_\pm=k\mp\lambda$ and $k^2\to k^2-\lambda^2$. The secular equation is quadratic in $\lambda^2$, so at most two modes decay. Their sum vanishes at $y=0$ if and only if they share a spinor: $\psi=(1,r)(e^{-\lambda_1y}-e^{-\lambda_2y})$. With $B_\pm=B\pm D$, the first row of $(h-E)\psi=0$ and the second divided by $-r$ are

$$B_+\lambda^2-Ar\lambda+(M-\varepsilon+Akr-B_+k^2)=0,$$
$$B_-\lambda^2-\frac Ar\lambda+\Big(M+\varepsilon-\frac{Ak}r-B_-k^2\Big)=0 .$$

Both quadratics have the roots $\lambda_1,\lambda_2$. Equal sums give $r/B_+=1/(rB_-)$, so $r^2=B_+/B_-$. If $|D|>|B|$, $r$ and the sum are imaginary and the two real parts cannot both be positive: the complete set, with $B_+/B_-=-4.40$, has no such state. If $|D|<|B|$, a positive sum requires $rB_->0$. Then $rB_-=B_+/r=R\equiv\sqrt{B^2-D^2}$ and $\lambda_1+\lambda_2=A/R$. Equal products, multiplied by $B_+B_-$, give

$$B_-(M-\varepsilon)+AkR=B_+(M+\varepsilon)-AkR .$$

Since $B_++B_-=2B$ and $B_--B_+=-2D$,

$$\varepsilon=-\frac{DM}B+\frac{AR}B\,k .$$

Insert this in the first product. $M+DM/B=MB_+/B$, and $Ak(R/B_--R/B)/B_+=AkRD/(BB_+B_-)$, so

$$\lambda_1\lambda_2=\frac MB+bk-k^2,\qquad b=\frac{AD}{BR}.$$

A real quadratic with positive sum of roots has both real parts positive if and only if the product is positive. At $k=0$ this is $M/B>0$. If the product exceeds $A^2/4R^2$ the roots are complex and the state oscillates as it decays.

**Q.** At $k\neq0$ the product can be positive with $M/B<0$. Does that not spoil the criterion?

**A.** It sharpens it. The branch ends at the roots of $k^2-bk-M/B=0$, whose product is $-M/B$. There $\lambda_1=0$, and $(1,r)$ is a bulk eigenvector at $(k,0)$. Its first row reads $\varepsilon-h_{11}=Akr$. The upper eigenvalue of a Hermitian $2\times2$ matrix lies above $h_{11}$ and the lower one below, so the end is on the upper band if $kr>0$ and on the lower band if $kr<0$. For $M/B>0$ the ends have opposite signs, and the branch joins the two bands across the gap. For $M/B<0$ real ends need $b^2>4|M/B|$, which excludes $D=0$; they have one sign and lie on one band, and a straight line between two energies of that band stays outside the global gap.

The bound set at 5.5 nm is such a case: $M/B=-0.0208$ nm⁻², ends at $k=0.033$ and $0.62$ nm⁻¹. A hard-wall strip 1000 nm wide has no state in the gap at $k=0$, and at $k=0.144$ nm⁻¹ the block $h$ has one edge state, at the edge $y=0$, with $\varepsilon=-49.4$ meV, below the valence top at $-9.75$ meV. So for $|D|<|B|$ the condition $M/B>0$ decides whether an edge branch crosses the gap, not whether edge states exist.

**Q.** And the numbers on the inverted side?

**A.** With the bound set at 7 nm, $M/B=9.19\times10^{-3}/0.6923=0.01328$ nm⁻², $D/B=0.7442$, $R=\sqrt{0.6923^2-0.5152^2}=0.4624$ eV nm² and $r=0.4624/(-0.1771)=-2.61$, so the state is mostly H1. The sum is $0.3627/0.4624=0.7845$ nm⁻¹, and

$$\lambda_{1,2}=0.3922\mp\sqrt{0.3922^2-0.01328}=0.0173,\ 0.767\ \text{nm}^{-1},$$

decay lengths of 58 and 1.3 nm. For small $M$, $\lambda_1\approx(M/B)R/A$, so the long tail spreads without limit as $d\to d_c$. The crossing point is $\varepsilon_0=0.7442\times9.19=6.84$ meV, inside the gap $\pm9.19$ meV. The slope has size $\hbar v=0.3627\times0.4624/0.6923=0.2423$ eV nm, $v=3.7\times10^5$ m/s, and is negative because $B<0$. At $k=0.005$ nm⁻¹, $\varepsilon=6.840-1.211=5.629$ meV, which the strip reproduces along with the wave function. The ends are $k=-0.0219$ nm⁻¹, with $kr>0$, on the upper band at 12.2 meV, and $k=0.61$ nm⁻¹ on the lower band at $-140$ meV.

The rate $\lambda_2$ and the lower end lie far beyond the 0.05 to 0.1 nm⁻¹ where the expansion was seen to degrade. The values of $\varepsilon_0$, $v$ and $\lambda_{1,2}$ depend on $B$ and $D$, hence on the truncation, and they assume a hard wall on two envelopes. They describe this model edge and are not predictions for a physical one.

**Q.** Why call the states helical?

**A.** In $h^*(-\mathbf k)$ the upper off-diagonal element is $-Ak_-=A(-k-\lambda)$, which is the element of $h$ with $k\to-k$, and the same holds for the lower one. The same edge therefore carries a state with the same $r$ and $\lambda$'s at opposite momentum and with opposite slope; at $k=0.005$ nm⁻¹ the strip gives 8.052 meV, against $6.840+1.211$. The two counter-propagating states have opposite mirror eigenvalue and are Kramers partners, $\psi$ and $T\psi$, with $T^2=-1$. For Hermitian $V$ commuting with $T$, the rule $\langle a|b\rangle=\langle Tb|Ta\rangle$ gives

$$\langle\psi|VT\psi\rangle=\langle\psi|TV\psi\rangle=\langle T^2V\psi|T\psi\rangle=-\langle\psi|VT\psi\rangle=0 .$$

A random $4\times4$ matrix gives zero to rounding for its $T$-even part and 1.216, in arbitrary units, for its $T$-odd part. The same holds to all orders in $V$. Since $T$ turns $G^+=(E+i0-H)^{-1}$ into $G^-=(G^+)^\dagger$, the scattering operator $\mathcal T=V+VG^+V+\dots$ obeys $T\mathcal T=\mathcal T^\dagger T$, and $\langle\psi|\mathcal TT\psi\rangle=\langle T\mathcal TT\psi|T\psi\rangle=\langle\mathcal T^\dagger T^2\psi|T\psi\rangle=-\langle\psi|\mathcal TT\psi\rangle=0$. The argument covers elastic single-particle scattering on one edge at energies inside the gap, where this pair are the only states available. It does not cover magnetic perturbations, inelastic processes, or strips narrow enough for the 58 nm tails of the two edges to overlap, where a state can scatter into one on the other edge that is not its Kramers partner.

## Numbers as computed

```
HgTe: Eg -0.303 eV, Delta 1.080 eV, F 0.000, g1 4.100, g2 0.500, g3 1.300, kappa -0.400
CdTe: Eg 1.606 eV, Delta 0.910 eV, F -0.090, g1 1.470, g2 -0.280, g3 0.030, kappa -1.310
barrier: Eg 1.033 eV, Delta 0.961 eV, F -0.063, g1 2.259, g2 -0.046, g3 0.411, kappa -1.037
E_P 18.8 eV, offset 0.57 eV, x 0.7, barrier Ev -0.399 eV, Ec 0.634 eV
h0 0.03810 eV nm^2, P 0.8463 eV nm, g1-2g2 well 3.100 barrier 2.351
HgTe bulk curvature/h0: HH[001] -3.100, HH[111] -1.500, LH[001] 36.26
d 5.0 nm: E1 7.67 meV, H1 -29.79 meV, M 18.73 meV
d 5.5 nm: E1 -6.04 meV, H1 -25.55 meV, M 9.75 meV
d 6.0 nm: E1 -17.53 meV, H1 -22.15 meV, M 2.31 meV
d 6.5 nm: E1 -27.24 meV, H1 -19.39 meV, M -3.92 meV
d 7.0 nm: E1 -35.50 meV, H1 -17.11 meV, M -9.19 meV
d 7.5 nm: E1 -42.57 meV, H1 -15.22 meV, M -13.68 meV
d 8.0 nm: E1 -48.65 meV, H1 -13.62 meV, M -17.52 meV
d_c 6.175 nm, crossing energy -21.12 meV
at d_c: dE1/dd -19.87, dH1/dd 5.68, dM/dd -12.77 meV/nm
decay constants at crossing, well [0.1195 2.3685 8.6744] barrier [ 0.6398  3.3834 17.3238] 1/nm
d_c for x=0.5: 5.690 nm, x=1: 6.684 nm
d_c for offset 0.52 eV: 6.523 nm, 0.62 eV: 5.863 nm
d_c with LH 20 meV above HH in well (shear only): 6.727 nm
d 5.500 nm: C -15.80 meV, M 9.75 meV, A 0.3843 eV nm
  complete B -0.3435, D -0.5628; bound B -0.4679, D -0.2925 eV nm^2
  full 8-band: D -0.5628 eV nm^2, A^2-2MB 0.15437 (complete 0.15437) eV^2 nm^2
d 6.175 nm: C -21.12 meV, M -0.00 meV, A 0.3747 eV nm
  complete B -0.4080, D -0.6637; bound B -0.5471, D -0.3709 eV nm^2
  full 8-band: D -0.6637 eV nm^2, A^2-2MB 0.14042 (complete 0.14042) eV^2 nm^2
d 7.000 nm: C -26.31 meV, M -9.19 meV, A 0.3627 eV nm
  complete B -0.5100, D -0.8097; bound B -0.6923, D -0.5152 eV nm^2
  full 8-band: D -0.8097 eV nm^2, A^2-2MB 0.12220 (complete 0.12220) eV^2 nm^2
Dirac-cone velocity at d_c A/hbar 5.693e+05 m/s
d=7 nm E1 weights G6, G8(1/2), G7: [0.5655 0.4296 0.0049]
d=7 nm parts of A from G6, G8(1/2), G7: [ 0.4032 -0.0391 -0.0014] eV nm
d=7 nm -(B+D): direct, below, bound, above [-0.0305  0.1147  1.238  -0.0024] eV nm^2
d=7 nm B-D: direct, below, bound, above [-1.747e-01  4.770e-01 -2.400e-03 -2.000e-04] eV nm^2
k 0.05 1/nm, E-C: complete -17.76, 21.81; bound -18.32, 20.90; 8-band -17.53, 21.62 meV
k 0.1 1/nm, E-C: complete -28.41, 44.60; bound -31.19, 41.50; 8-band -25.74, 42.91 meV
complete set, d=7 nm: (B+D)/(B-D) -4.403, lower band back at C for k 0.556 1/nm
8-band d=7 nm, k 0.1..0.8 1/nm, valence max E-C: [100] -18.38, [110] -14.20 meV
8-band d=7 nm sampled gap (k=0 included) 18.38 meV
Chern: complete 5.5 nm 0.000, 7 nm 1.000; bound 0.000, 1.000; M,B>0 -1.000
bound set d=7 nm: M/B 0.01328 1/nm^2, D/B 0.7442, R 0.4624 eV nm^2, r -2.6115
l1+l2 0.7845 1/nm, l1 0.01730, l2 0.7672 1/nm
decay lengths 1/l1 57.8 nm, 1/l2 1.30 nm
gap 2|M| 18.38 meV, Dirac point E-C 6.840 meV (strip 6.840)
hbar v 0.2423 eV nm, v 3.681e+05 m/s; strip width 1000 nm
strip, edge y=0, kx 0.005 1/nm: block + 5.629, block - 8.052 meV
branch ends kx -0.0219, 0.6058 1/nm, E-C 12.15, -139.92 meV
bound set d=5.5 nm: M/B -0.02085 1/nm^2, branch ends kx 0.0334, 0.6246 1/nm
d=5.5 nm: edge state at kx 0.1444 1/nm, E-C -49.40 meV; valence top -9.75 meV
random V, |<psi|V|T psi>|: T-even 2.9e-17, T-odd 1.216 (arbitrary unit)
```
